Nucleation of a two-dimensional island against an oxide step

A growth calculation for a two-dimensional channel layer on a stepped oxide has to decide where the first islands appear. If nucleation on the open terrace dominates, the steps can be ignored in placing the first islands. If nucleation at the steps dominates, the islands start along the steps, whose spacing is set by the miscut of the substrate. The decision rests on the difference between two barriers, compared with kT, and on the share of sites that lie at steps. The ratio of the barriers depends on one angle when the island edge is isotropic.

## 1. The free disc

An island one layer thick lies on a flat terrace. Let Δμ be the free energy gained per atom when an atom from the vapour joins an infinite layer on the same oxide, and let a be the area per atom. The gain per unit area is

g = Δμ/a.

Adhesion to the terrace is already contained in g. The edge costs a free energy γ per unit length, which at this stage is the same for every edge direction. Both g and γ are taken as independent of island size. A disc of radius r then has the free energy

ΔG(r) = −πr²g + 2πrγ.

The derivative −2πrg + 2πγ vanishes at r* = γ/g, and the second derivative −2πg is negative, so this is a maximum. Its height is

ΔG*_terrace = −πγ²/g + 2πγ²/g = πγ²/g.

A smaller disc lowers its free energy by shrinking, a larger one by growing.

This is the barrier for discs. For it to be the barrier for islands of any shape, the disc must have the shortest edge at given area. Take a closed curve without self-crossings, of length L and area A. Choose the origin so that the curve extends from x = −ρ to x = ρ, and run round it counterclockwise with arc length s, so that x′² + y′² = 1. To each point assign a point (x, Y) with the same x on the circle of radius ρ: Y = −√(ρ² − x²) on the way from the leftmost to the rightmost point, and Y = +√(ρ² − x²) on the way back. Any backtracking in x cancels in ∮Yx′ds. The two areas are

A = ∮ x y′ ds,  πρ² = −∮ Y x′ ds.

Adding them and applying the Cauchy-Schwarz inequality to the integrand gives

A + πρ² = ∮ (x y′ − Y x′) ds ≤ ∮ √(x² + Y²) √(x′² + y′²) ds = ρL.

The arithmetic mean is no smaller than the geometric mean, so 2√(Aπρ²) ≤ A + πρ² ≤ ρL. Squaring and dividing by ρ² gives

L² ≥ 4πA.

The circle attains equality. At every area the disc is therefore the cheapest island.

## 2. A neutral step

Next, let the island lean against a straight step, and suppose that the contact neither costs nor gains energy. Reflect the island in the step line. The island and its image form a closed figure of area 2A whose perimeter is twice the free edge. By the inequality just proved, the best figure is a disc, so the best island is a half disc, which meets the step at 90°. It has half the area gain and half the edge cost of a disc with the same radius:

ΔG(r) = ½(−πr²g + 2πrγ).

The critical radius is still γ/g, and the barrier is halved. Any general formula must give 1/2 at 90°.

## 3. A step with an affinity

A real step is not neutral. Let β_s be the free energy per length of the bare step and β_i that of the boundary between step and island. Each unit length of contact replaces the first by the second. The gain is the step affinity

B = β_s − β_i.

A positive B means that the step attracts the island. If the layer sticks better or worse in a narrow strip beside the step, that difference is counted in β_i. The step is taken to be straight over the contact length, the island stays on one side of it, and the contact is a single segment. With free edge length ℓ and contact length b,

ΔG = −gA + E,  E = γℓ − Bb.

For |B| < γ, define an angle θ between 0 and π by

γ cosθ = B.

So far θ is a label for the ratio B/γ. That it is the contact angle of the best island has to be shown.

**The free edge is an arc.** Fix b and A. A circular segment on a chord b can have any positive area, because its arc can be bulged continuously from nearly flat to nearly a full circle. Choose the segment of area A. Let R be its radius and φ its angle at the chord, measured through the segment. Its arc subtends 2φ and has length 2φR. The complementary arc, on the other side of the step line, has length 2(π − φ)R.

Now join any admissible free edge of length ℓ to that complementary arc. The closed curve encloses A + (πR² − A) = πR², so its perimeter is at least 2πR:

ℓ + 2(π − φ)R ≥ 2πR,  hence  ℓ ≥ 2φR.

No free edge is shorter than the arc. The complementary arc serves only in the proof; no island lies beyond the step.

**The geometry of the segment.** The chord is b = 2R sinφ. The area is the sector φR² minus the triangle R² sinφ cosφ:

A = R²S(φ),  S(φ) = φ − sinφ cosφ.

For φ > 90° the cosine is negative and the triangle is added, as it should be when the centre of the circle lies inside the island. The derivative is

S′ = 1 − cos²φ + sin²φ = 2 sin²φ.

**The angle at fixed area.** Inserting the lengths, with B = γ cosθ and R = √(A/S), gives

E = 2γφR − 2γ cosθ R sinφ = 2γ√A e(φ),

e(φ) = (φ − cosθ sinφ)/√S.

The quotient rule, with ½S′ = sin²φ, gives

e′ = [(1 − cosθ cosφ)S − (φ − cosθ sinφ) sin²φ]/S^(3/2).

Multiplying out the bracket yields

φ − sinφ cosφ − φ cosθ cosφ + cosθ sinφ cos²φ − φ sin²φ + cosθ sin³φ.

The first and fifth terms combine to φ cos²φ, and the fourth and sixth to cosθ sinφ. What remains factorizes:

φ cos²φ − sinφ cosφ − cosθ(φ cosφ − sinφ) = (φ cosφ − sinφ)(cosφ − cosθ).

The factor φ cosφ − sinφ is zero at φ = 0 and has the derivative −φ sinφ, so it is negative for 0 < φ < π. For φ < θ the other factor is positive and e falls; for φ > θ it is negative and e rises. The single minimum is at φ = θ. The label θ is thus the in-plane contact angle, and γ cosθ = β_s − β_i is the two-dimensional Young equation.

## 4. The barrier and its factor

At φ = θ the numerator of e equals S(θ), so e = √S(θ). The cheapest island of area A has

ΔG_min(A) = −gA + 2γ√(S(θ)A).

With q = √A this is a parabola, −gq² + 2γ√S q. Its maximum lies at q* = γ√S/g and has the height

ΔG*_step = −γ²S/g + 2γ²S/g = γ²S(θ)/g.

No growth path has a lower barrier, whether or not the island stays a segment. An island that starts from nothing and grows continuously past the critical size must pass through the critical area, where its free energy is at least ΔG_min. The path made of segments with angle θ never goes higher than this maximum. Division by πγ²/g gives the result:

ΔG*_step = f(θ) ΔG*_terrace,

f(θ) = (θ − sinθ cosθ)/π,  θ in radians.

The critical radius is R* = q*/√S = γ/g, the same as on the terrace. The edge is in equilibrium with the same vapour in both places, so its curvature is the same. The step removes part of the disc, and f is the fraction of the disc's area that remains. The number of atoms in the critical nucleus is reduced by the same factor.

**Limits.** At 90° the formula gives 1/2, in agreement with the mirror argument. Since f′ = 2 sin²θ/π is positive between the end points, f rises steadily from 0 to 1. For small angles, sinθ cosθ = ½ sin2θ = θ − 2θ³/3 + 2θ⁵/15 − …, so

f ≈ (2θ³/3π)(1 − θ²/5).

As B approaches γ the barrier disappears. For B ≥ γ a long thin strip along the step costs no net energy per length, and the continuum barrier is zero. What then limits the start of a strip is its ends and its first atoms, which this model does not describe. For B ≤ −γ, contact costs at least as much as free edge, and the step offers no advantage over the terrace.

**A numerical test without arcs.** Polygons with 48 movable vertices were relaxed, with no arc and no contact angle imposed. At the step, the two end vertices could slide only along the step line. Under a change of scale s, a fixed shape has the free energy −gs²A + sE, whose maximum is E²/(4gA); this quantity was minimized over shapes. At 30°, 60°, 90° and 120° the formula gives 0.0288, 0.1955, 0.5000 and 0.8045. The ratios of the polygon barriers are 0.0288, 0.1953, 0.4995 and 0.8038. Each barrier lay within 0.3% of its formula, and the ratio of height to base agreed with tan(θ/2)/2, the value for a segment of angle θ, to within 2%.

The ratios lie slightly low mainly because of the denominator. A regular polygon with 48 sides has L²/(4πA) = (48/π) tan(π/48) ≈ 1.0014, so the terrace barrier comes out 0.14% too high. At the step the same number of vertices describes only part of a circle, and the excess is smaller.

## 5. Numbers for a tellurium monolayer

Tellurium is a channel material that can be deposited on oxides at low temperature. The parameters below are rough, assumed values for slow growth close to equilibrium, not fitted data. Fast evaporation onto a cold oxide takes the vapour much further from equilibrium. The critical nucleus can then shrink to a few atoms or fewer, and the continuum barrier no longer applies. The mean edge energy is 0.60 eV/nm, the step affinity 0.30 eV/nm, the driving energy 0.030 eV per atom and the temperature 400 K, where kT = 0.0345 eV. The crystal consists of chains, with a spacing of about 0.45 nm and three atoms per repeat of about 0.59 nm. Therefore

a = 0.45 × 0.59/3 = 0.0885 nm²,

g = 0.030/0.0885 = 0.339 eV/nm².

If the vapour is an ideal gas of Te₂ molecules, each molecule brings two atoms, and the pressure is exp(2Δμ/kT) = 5.7 times the pressure in equilibrium with the infinite supported layer. If that equilibrium pressure is near the value for bulk tellurium, rough thermochemical data put the vapour at about 10⁻⁸ to 10⁻⁶ Pa, and direct condensation then takes from tens of minutes to many hours per monolayer. The example describes very slow growth, not ordinary deposition rates. On the terrace,

r* = 0.60/0.339 = 1.77 nm,

ΔG*_terrace = π × 0.60²/0.339 = 3.34 eV = 97 kT.

At the step cosθ = 0.30/0.60, so θ = 60° = 1.0472 rad, and

f = (1.0472 − 0.4330)/π = 0.1955,

ΔG*_step = 0.1955 × 3.336 = 0.65 eV = 19 kT.

The nucleus shrinks from about 111 atoms to about 22.

**From barriers to rates.** The factor f multiplies the barrier; the rates differ by an exponential. Suppose that there is one step per 100 nm of terrace, that the step sites occupy a strip one chain spacing wide, and that the kinetic prefactors per area are equal. The terrace then has the advantage of area, 100/0.45, whose logarithm is 5.4. The step has the advantage of a barrier lower by 77.9 kT. The ratio of step to terrace nucleation is

exp(77.9 − 5.4) ≈ 10^31.5.

The size of this number reflects the very high terrace barrier, and the exponent should not be read as a prediction of a measurable ratio. The decision it supports is robust against errors in the affinity: with the other inputs fixed, the two rates become equal only at a contact angle of about 142°. In this example even a moderately repulsive step remains the preferred site, although the barrier there is then above 48 kT, the value for a neutral step.

**An error in the affinity.** Since df/dθ = 2 sin²θ/π and d(cosθ)/dθ = −sinθ, the factor changes with cosθ as −2 sinθ/π. With γ and g fixed, d(cosθ) = dB/γ, so

dΔG*_step/dB = (πγ²/g)(−2 sinθ/π)/γ = −2(γ/g) sinθ = −b*,

where b* is the contact length of the critical nucleus, here 3.07 nm. An error of 0.01 eV/nm in the affinity shifts the barrier by about 0.03 eV, or 0.9 kT, and changes the step nucleation rate by a factor of about 2.4. The ratio of step to terrace nucleation changes by the same factor. The choice between the two sites tolerates this here because the ratio is so large; a predicted nucleation rate carries the full error. The other inputs matter as well: an increase of 0.01 eV/nm in γ raises the step barrier by about 0.04 eV, and an increase of 10% in the driving energy lowers it by about 0.06 eV.

## 6. Edges that are not isotropic

Atoms within a tellurium chain are covalently bonded, while neighbouring chains are held together more weakly. An edge that cuts chains should therefore cost more than one that runs beside them. A simple form that can be treated in full assigns to an edge element (dx, dy), with x along the step, the energy

√(γ_p² dx² + γ_t² dy²).

Here γ_p belongs to an edge parallel to the step and γ_t to an edge perpendicular to it. Set γ₀² = γ_pγ_t and stretch the axes:

u = γ_p x/γ₀,  v = γ_t y/γ₀.

Areas are unchanged, because the product of the two stretching factors is 1. The edge energy becomes γ₀√(du² + dv²), which is isotropic. The contact term B dx becomes (Bγ₀/γ_p) du. The earlier derivation now applies with edge energy γ₀ and affinity Bγ₀/γ_p. The terrace barrier is πγ_pγ_t/g, and the factor f keeps its form with

cosθ = B/γ_p.

This θ is the angle in the stretched plane. Since tanθ = dv/du = (γ_t/γ_p)(dy/dx), the angle seen in the real plane has a tangent smaller by γ_p/γ_t when γ_p < γ_t. Inserting a contact angle read from an image directly into f would then be wrong. For γ_p = γ_t the isotropic result returns.

Take an assumed anisotropy of 2 with the same geometric mean: 0.424 eV/nm for the side of a chain and 0.849 eV/nm for chain ends. The terrace barrier remains 3.34 eV. With B held at 0.30 eV/nm for both orientations, the step barriers are:

- chains parallel to the step: θ = 45°, f = 0.091, barrier 0.30 eV;
- chains perpendicular to the step: θ = 69°, f = 0.280, barrier 0.93 eV.

Relaxed polygons with these anisotropic edges again agreed with the formula to within 0.3%. The isotropic value of 0.65 eV lies between the two. For chains parallel to the step, however, the critical nucleus extends only 0.37 nm from the step, less than one chain spacing. The value of 0.30 eV is therefore a continuum result and not the barrier of a real island: the two ends of a single whole chain already cost 2 × 0.849 × 0.45 = 0.76 eV. Within the continuum model, and for the same positive B, the step favours islands with chains along it: γ_p is then the smaller edge energy, so B/γ_p is larger and θ is smaller. At B = 0 both orientations have f = 1/2, and for negative B the preference reverses. A real step could also have a different B for each orientation, which could strengthen or reverse this preference.

**Sharp facets.** The opposite extreme to a round edge is a rectangle, of width w along the step and height h, with all sides of energy γ. Against the step,

E = (γ − B)w + 2γh ≥ 2√(2γ(γ − B)A),

because A = wh and the arithmetic mean is no smaller than the geometric mean. Inserting the minimum into E²/(4gA) gives

ΔG*_step = 2γ(γ − B)/g = 2 × 0.60 × 0.30/0.339 = 1.06 eV.

On the terrace E = 2γ(w + h) ≥ 4γ√A, and the barrier is 4γ²/g = 4.25 eV. The factor is now (1 − B/γ)/2 = 0.25 instead of 0.1955. Both laws give 1/2 for a neutral step. As B approaches γ they separate: the facet factor vanishes in proportion to 1 − B/γ, whereas the round-edge factor vanishes as the power 3/2 of the same quantity, since θ² ≈ 2(1 − B/γ).

## 7. The model beside real tellurium growth

A tellurium channel film can be several nanometres thick, and for such a film a monolayer nucleus is a simplification. If a thicker nucleus keeps a fixed height, the step riser is at least as high, and γ, B and g all grow in proportion to that height, then θ is unchanged and both barriers grow in the same proportion. Deposition can also be colder than 400 K. At 300 K, with all energies held fixed, the step barrier would rise from 19 to about 25 kT; at a fixed vapour pressure, however, the driving energy grows on cooling, which lowers both barriers. This growth can be large enough to shrink the critical nucleus at the step to about one atom or less and that on the terrace to a few atoms. The continuum barriers, and the comparison of sites built on them, then no longer apply.

One assumption that tellurium is expected to break is the isotropic edge. For the parameters used here, the separate anisotropic and faceted estimates move the step barrier from 0.65 eV to values between 0.30 and 1.06 eV. A rectangle with anisotropic edges has the barrier 2γ_t(γ_p − B)/g, which is 0.62 eV for chains parallel to the step and 1.37 eV for chains perpendicular to it. Both values for parallel chains, 0.30 and 0.62 eV, belong to a nucleus thinner than one chain. Further corrections come from the two points where the edge meets the step. An assumed cost of 0.05 eV at each raises the isotropic barrier to 0.75 eV, an increase of 15%; a negative point energy would lower it. Mismatch strain needs a correction only if Δμ was taken from an unstrained layer; a value for the strained layer on the oxide already contains it. A strain of 1%, with an assumed two-dimensional biaxial modulus of 100 eV/nm², then removes 100 × 0.01² = 0.01 eV/nm² from g. If the strain is not relaxed at the edge, both barriers rise by 3% and their ratio stays the same.

The nucleus is also small. In the isotropic estimate it extends r*(1 − cosθ) = 0.88 nm from the step, about two chain spacings, so a smooth arc is a coarse description and the second digit of the barrier has no physical weight. Finally, the straight part of the step must be longer than the contact length, which is 3.07 nm in the isotropic estimate. On a step with more closely spaced kinks, the nucleus meets corners, and the factor derived for a straight line no longer applies.

The numerical output below lists the values behind these estimates.

Numbers as computed

```
Temperature: 400 K; kT: 0.03447 eV
Mean edge energy: 0.60 eV/nm
Step affinity: 0.30 eV/nm
Driving energy: 0.030 eV per atom
Chain spacing: 0.45 nm
Chain repeat (3 atoms): 0.59 nm
Area per atom: 0.0885 nm^2
Driving energy per area: 0.3390 eV/nm^2
Te2 pressure / equilibrium: 5.70
Contact angle: 60.0 degrees
Barrier factor: 0.1955
Critical radius: 1.770 nm
Terrace barrier: 3.336 eV
Terrace barrier / kT: 96.8
Step barrier: 0.652 eV
Step barrier / kT: 18.9
Terrace nucleus: 111.2 atoms
Step nucleus: 21.7 atoms
Contact length: 3.07 nm
Step nucleus height: 0.88 nm
Height / chain spacing: 1.97
Factor at 30 degrees, formula / polygon: 0.0288 / 0.0288
Factor at 60 degrees, formula / polygon: 0.1955 / 0.1953
Factor at 90 degrees, formula / polygon: 0.5000 / 0.4995
Factor at 120 degrees, formula / polygon: 0.8045 / 0.8038
Terrace width: 100 nm
log10(step/terrace nucleation): 31.5
Equal-nucleation angle: 142.2 degrees
Assumed edge anisotropy: 2.0
Side / chain-end edge: 0.424 / 0.849 eV/nm
Chains parallel to step, angle: 45.0 degrees
Chains parallel to step, factor: 0.0908
Chains parallel to step, barrier: 0.303 eV
Chains perpendicular to step, angle: 69.3 degrees
Chains perpendicular to step, factor: 0.2797
Chains perpendicular to step, barrier: 0.933 eV
Faceted step barrier: 1.062 eV
Faceted terrace barrier: 4.248 eV
Faceted barrier factor: 0.2500
Assumed energy per contact point: 0.05 eV
Step barrier with both points: 0.752 eV
Assumed 2D biaxial modulus: 100 eV/nm^2
Assumed mismatch strain: 1.0 %
Barrier increase from strain: 3.0 %
```
